\section*{Why plane-wave convergence cannot validate a silicon pseudopotential at contact}

\section*{Question}

I want to simulate close silicon--silicon collisions, such as occur during ion implantation, with a plane-wave density-functional code. My silicon pseudopotential keeps four valence electrons per atom. When I raise the cutoff at a very short interatomic distance, the interaction energy hardly moves. Since plane waves treat all points of space alike and do not become linearly dependent when atoms approach, I take this as evidence that the repulsion is right even at contact. Is it? If not, what is the leading repulsion in such a calculation, what should it be, and at what distances does the difference matter?

\section*{Answer}

It is not. Convergence in the cutoff shows that you have solved the pseudopotential problem accurately. It does not show that this problem still represents two silicon atoms. The two problems have different repulsions as the distance $R$ tends to zero, and the difference can be traced without any numerical work.

\subsection*{Two different energies}

Take fixed nuclei, non-relativistic electrons and a neutral pair. With all electrons kept, the total energy is
\begin{equation}
E(R)=\frac{Z^2e^2}{4\pi\varepsilon_0R}+E_{\rm el}(R),\qquad Z=14 .
\end{equation}
Here $E_{\rm el}$ contains the kinetic energy of 28 electrons, their mutual repulsion and their attraction to both nuclei. The pseudopotential replaces each nucleus and its ten core electrons by an ion of charge $Z_v=4$ in units of $e$:
\begin{equation}
E_{\rm ps}(R)=\frac{Z_v^2e^2}{4\pi\varepsilon_0R}+E_{\rm el,ps}(R),
\end{equation}
where $E_{\rm el,ps}$ belongs to eight electrons. The interaction energy $V(R)$ is the pair energy minus twice the energy of one atom, each calculated within the same description.

The first terms diverge with coefficients $14^2=196$ and $4^2=16$ in hartree times bohr. They decide the limit if the electronic energies stay finite, which has to be shown.

\subsection*{The electronic energy is bounded}

Let $v$ be the attraction of one electron to one centre, $T$ the kinetic energy and $W$ the electron--electron repulsion. With the centres at $\pm\mathbf R/2$,
\begin{equation}
H(R)=T+W+\sum_i\left[v(\mathbf r_i-\mathbf R/2)+v(\mathbf r_i+\mathbf R/2)\right].
\end{equation}
Define two Hamiltonians in which one centre carries the doubled attraction,
\begin{equation}
H_\pm=T+W+2\sum_i v(\mathbf r_i\mp\mathbf R/2).
\end{equation}
In half their sum, $T+W$ appears once and each $v$ appears once, so
\begin{equation}
H(R)=\tfrac12H_++\tfrac12H_- .
\end{equation}
The two operators $H_\pm$ differ by a translation and have the same lowest energy $E_u$, that of the united centre. For the ground state $\Psi$ of $H(R)$ the variational principle gives
\begin{equation}
E_{\rm el}(R)=\tfrac12\langle\Psi|H_+|\Psi\rangle+\tfrac12\langle\Psi|H_-|\Psi\rangle\ge E_u .
\label{lower}
\end{equation}
With all electrons, $E_u$ is the energy of 28 electrons around a charge 28, a nickel atom. It is finite: dropping $W\ge0$ leaves 28 hydrogen-like electrons, each with a finite lowest energy. In the pseudopotential problem, $E_u$ belongs to eight electrons in a doubled silicon pseudopotential. This is not a pseudopotential for nickel. Its energy is finite because $T$ and $W$ are not negative and the pseudopotential used here is a bounded operator.

For an upper bound, choose one smooth normalized trial state $\Phi$ and keep it fixed as $R$ changes. In the all-electron case the attraction only lowers the energy, so
\begin{equation}
E_{\rm el}(R)\le\langle\Phi|H(R)|\Phi\rangle\le\langle\Phi|T+W|\Phi\rangle\equiv C .
\end{equation}
In the pseudopotential case the expectation value of the bounded operator is itself bounded, and another finite $C$ results.

Subtract $2E_{\rm atom}$ from both bounds and multiply by $4\pi\varepsilon_0R/e^2$:
\begin{equation}
\frac{4\pi\varepsilon_0R}{e^2}(E_u-2E_{\rm atom})
\le\frac{4\pi\varepsilon_0R}{e^2}V(R)-Z^2
\le\frac{4\pi\varepsilon_0R}{e^2}(C-2E_{\rm atom}).
\label{squeeze}
\end{equation}
Both outer expressions vanish as $R\to0$. The same holds with $Z_v$ and the pseudopotential energies. Therefore
\begin{equation}
V(R)\to\frac{196\,e^2}{4\pi\varepsilon_0R},\qquad
V_{\rm ps}(R)\to\frac{16\,e^2}{4\pi\varepsilon_0R}\qquad(R\to0),
\end{equation}
in the sense that the ratio of each side to the other tends to one. The coefficients are 282.23 and 23.04 eV\,nm, and their ratio is 12.25.

The argument carries over to Kohn--Sham theory with a fixed functional that gives a finite united-centre energy. There one minimizes a functional independent of $v$ plus a term linear in $v$, and the splitting into two halves works in the same way; with fractional occupations the minimized quantity is the free energy. This covers norm-conserving pseudopotentials without a core correction. With a nonlinear core correction, ultrasoft potentials or the projector-augmented-wave method, the energy is not linear in $v$ or the overlap depends on the ion positions, and the bound is not proved here.

\subsection*{What the cutoff can and cannot change}

A plane-wave basis contains all reciprocal vectors $\mathbf G$ with $\hbar^2G^2/2m_e\le E_{\rm cut}$, where $m_e$ is the electron mass. It does not depend on $R$. Translating an orbital multiplies each coefficient by a phase and leaves it in the same space. Apart from small errors of the real-space grid for exchange and correlation, bound (\ref{lower}) therefore holds at every cutoff. Raising the cutoff improves the electronic energies of pair and atom. The number $Z_v$ is an input, and so is the number of electrons.

Periodic repetition does not alter this. The ions then also interact with their images and with a neutralizing background, but these contributions stay finite as $R\to0$. They tend to the lattice energy of one charge $2Z_v$ per cell, which is four times that of one charge $Z_v$, because electrostatic energy is quadratic in charge.

\subsection*{Why the same pseudopotential works at larger distance}

Let $\rho(r)$ be the spherical number density of the ten core electrons. Write the electrostatic potential of nucleus plus core at distance $R$ as $Q(R)e/(4\pi\varepsilon_0R)$. A spherical shell of radius $r$ acts at $R$ like a point charge if $r<R$, and gives the constant potential of its own surface if $r>R$. Hence
\begin{align}
Q(R)&=Z-\int_{r<R}\rho\,d^3r-R\int_{r>R}\frac{\rho}{r}\,d^3r\notag\\
&=Z-10+\int_{r>R}\rho\left(1-\frac Rr\right)d^3r .
\end{align}
The second line uses $\int_{r<R}\rho\,d^3r=10-\int_{r>R}\rho\,d^3r$. Outside the core the last integral vanishes and $Q=4$. As $R\to0$ it tends to 10 and $Q\to14$. The ionic charge 4 is thus justified outside the core and loses its justification inside.

For a free silicon atom in the local-density approximation (LDA), $Q$ is 4.00 at 0.11 nm, 4.11 at 0.05 nm, 4.82 at 0.03 nm and 6.3 at 0.0186 nm. This $Q$ gives the potential energy of a small test charge at distance $R$ from one nucleus with its core. When two cores overlap, both are deformed and the exclusion principle acts between them, so $Q^2e^2/(4\pi\varepsilon_0R)$ is not the interaction energy. For that, the pair itself must be calculated.

\subsection*{A 10 keV head-on collision}

Let a silicon atom of mass $m$ and speed $u$ strike another at rest. The reduced mass is $m/2$, so the energy of relative motion is
\begin{equation}
E_{\rm cm}=\tfrac12\,\frac m2\,u^2=\tfrac12E_{\rm lab}=5.0\ {\rm keV}.
\end{equation}
In a head-on collision the relative speed is zero at closest approach. If the electrons stay in their ground state, the turning point obeys $V(R_{\min})=E_{\rm cm}$.

I calculated $V$ twice in spin-restricted LDA: with all electrons in Gaussian functions, and with the four-electron Goedecker--Teter--Hutter (GTH) pseudopotential in plane waves. Both use fractional occupations with a width of 0.816 eV. The periodic cell is a cube of side 0.42 nm, or 0.53 nm for the pair at 0.11 nm, sampled at zero wave vector. The cutoff is 218 eV unless stated. The numerical output follows this answer.

The turning points are
\begin{equation}
R_{\min}=0.0186\ {\rm nm}\ \text{(all-electron)},\qquad
R_{\min}=0.0044\ {\rm nm}\ \text{(pseudopotential)}.
\end{equation}
The pseudo-atoms approach more than four times too closely. At 0.0044 nm the bare ionic term is $23.04/0.0044\approx5240$ eV, and at the 218 eV cutoff the electrons reduce it by only about 5\% to 5000 eV. This value is not fully converged: for an isolated pair in Gaussian functions the energy is lower by a further 90 eV or so, the reduction is about 6\%, and the turning point moves inward by about 2\%, to 0.0043 nm. The model is thus already close to its own $16/R$ limit, at a distance where it no longer describes silicon.

Now hold the distance fixed at the all-electron turning point:
\begin{center}
\begin{tabular}{lrr}
 & all-electron & pseudopotential\\
bare Coulomb term (eV) & 15154 & 1237\\
electronic part of $V$ (eV) & $-10161$ & $-242$\\
$V$ (eV) & 4993 & 995
\end{tabular}
\end{center}
A larger Gaussian basis with a finer integration grid lowers the all-electron $V$ by about 23 eV, to 4970 eV, and leaves the turning point at 0.0186 nm. The pseudopotential column uses a cutoff of 327 eV, and its electronic part includes the finite image terms. The repulsion is too small by a factor of about 5, not 12.25, because the electronic part cancels two thirds of the bare term with all electrons, but only a fifth to a quarter of it with the pseudopotential.

The cutoff series gives $V_{\rm ps}=1006.5$, 1003.9 and 995.4 eV at cutoffs of 136, 218 and 327 eV. The second change is larger than the first, so this series does not establish convergence. Indeed, the same pseudopotential and functional applied to an isolated pair in Gaussian functions give about 935 eV, which is some 60 eV below the last value. This difference indicates the scale of the numerical uncertainty at this distance, but is not a strict bound on it. For the present question the scale is what counts: the series changes by 11 eV in all, and even 60 eV is small beside the missing repulsion of about 4000 eV. This is the situation you describe, an energy that hardly moves with the cutoff and is wrong by a factor of about five.

\subsection*{Where the limiting laws and the pseudopotential apply}

At 0.000265 nm, $R\,V$ is 191.39 hartree bohr with all electrons and 15.957 with the pseudopotential, 2.4\% and 0.3\% below the limits. The all-electron electronic energy there is $-1498.6$ hartree, above the united-atom value of $-1504.9$, as (\ref{lower}) requires. A basis better suited to the united atom lowers these two energies to $-1500.7$ and $-1505.6$ hartree and changes $R\,V$ only to 191.38. The pseudopotential energy agrees with its united-centre value, $-4.758$ hartree, to the digits given, and rises to $-4.645$ at 0.0186 nm. These last two values were obtained at the 218 eV cutoff and refer to the energy zero of the periodic cell.

By the left side of (\ref{squeeze}), the relative shortfall from $196/R$ can grow at most in proportion to $R$. Scaling the 2.4\% shows that $196/R$ is good to about 10\% up to roughly 0.001 nm. There $V$ is above 200 keV, far beyond the present collision. So $196/R$ is the correct limit, but not a usable potential at 10 keV. Adding the bare difference $(196-16)/R$ to the pseudopotential energy would supply $15154-1237=13917$ eV at the true turning point, where about 4000 eV is needed.

In the opposite case, at 0.11 nm, the two potentials are 33.2 eV (all-electron) and 31.8 eV (pseudopotential), a difference of 4\% of the former. The Gaussian basis error of 1.5 eV for one atom and the cell-size shift of 0.3 eV per pseudo-atom are large enough that this difference cannot be assigned to the frozen core. A larger all-electron basis gives 33.0 eV, and the pseudopotential applied to an isolated pair in Gaussian functions gives 30.8 eV, so the difference may be nearer 2 eV, or 6 to 7\%. A head-on collision turns at this distance for a laboratory energy of about $2\times33=66$ eV. Thermal motion during annealing, with energies of roughly 0.1 eV, does not bring atoms this close, so the contact failure is no objection to using the pseudopotential there. Between 0.11 and 0.0186 nm I have no pair energies. The rise of $Q$ near 0.05 nm does not locate the onset of the failure either: it describes a point charge entering one core, whereas two extended cores begin to overlap at larger separations. Only pair calculations in this range can settle it.

\subsection*{Comparison with real implantation}

An energy of 10 keV lies in the rough range of shallow implants. Silicon ions are used to amorphize silicon, whereas dopant ions have other masses and charges, which change both $E_{\rm cm}$ and the potential. Most collisions are not head-on. For impact parameter $b$, angular momentum conservation changes the turning condition to $V(R_{\min})=E_{\rm cm}(1-b^2/R_{\min}^2)$, so a repulsive pair turns farther out.

The assumption most clearly broken is that the electrons stay in their ground state. The ion speed, 263 km/s, is only about 5\% of a 2p electron speed estimated by setting the kinetic energy equal to the LDA binding energy, yet overlapping cores can still promote electrons. One 2p vacancy per atom would cost about 191 eV by the LDA level, or 3.8\% of $E_{\rm cm}$. Between the three calculated distances, the mean logarithmic slope $-d\ln V/d\ln R$ is 1.3 on the inner side of the turning point and 2.8 on the outer side. If the local slope lies between these values, 3.8\% in energy moves $R_{\min}$ by 1 to 3\%. Relativity of the K shell, estimated with hydrogen-like levels, would lower $V$ by about 0.2 keV, or 4\% of $E_{\rm cm}$, if the nuclei were fully merged. At the turning point they are still about five K-shell radii (Bohr radius divided by 14) apart, so this overstates the K-shell contribution; the L shell is not included. Neither estimate approaches the factor of more than four between the turning points. Neighbouring atoms and energy lost to electrons along the path are left out as well.

\subsection*{What to do in the simulation}

Compare the pair energy with an all-electron calculation down to the smallest distance your collisions reach. The Ziegler--Biersack--Littmark (ZBL) potential, a screened Coulomb fit widely used for implantation, offers a quick check. At 0.0186 nm it gives 4660 eV, 6 to 7\% below the all-electron value found here, depending on the basis. A pseudopotential that also treats the 2s and 2p electrons has $Z_v=12$. This moves the failure inward, but the limiting coefficient is then $12^2=144$, still not 196.

For energetic collisions, one can add the pair correction
\begin{equation}
\Delta V(R)=V(R)-V_{\rm ps}(R),
\end{equation}
brought smoothly to zero, together with its derivative, before ordinary bond lengths are reached. Calculate $V_{\rm ps}$ with the same pseudopotential, functional and cutoff as the simulation. For an isolated pair the correction then restores the all-electron interaction energy wherever it is applied in full. In a solid it assumes that the missing core repulsion is a sum over pairs, which is reasonable when no three cores overlap at once. The cutoff should still be converged, as a separate requirement.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Nuclear charge Z: 14; pseudo-ion charge Zv: 4
All-electron coefficient Z^2: 196 hartree bohr = 282.23 eV nm
Pseudo coefficient Zv^2: 16 hartree bohr = 23.04 eV nm
Ratio of coefficients: 12.25
Occupation smearing width: 0.816 eV
--- limit test ---
Test distance: 0.000265 nm
R*V all-electron: 191.39 hartree bohr
R*V pseudopotential: 15.957 hartree bohr
Ratio of V at test distance: 11.99
All-electron E_el at test distance: -1498.6 hartree
All-electron united atom (charge 28): -1504.9 hartree
Pseudo E_el at test distance: -4.758 hartree
Pseudo united centre: -4.758 hartree
Pseudo E_el at all-electron turning point: -4.645 hartree
--- head-on collision, Si on Si ---
Laboratory energy: 10.0 keV; c.m.: 5.0 keV
Turning point, all-electron: 0.01862 nm
Turning point, pseudopotential: 0.00440 nm
Ratio of turning points: 4.23
V at own turning point, all-electron: 4993 eV
V at own turning point, pseudo: 5000 eV
--- at the all-electron turning point ---
Bare Z^2 term: 15154 eV
Bare Zv^2 term: 1237 eV
Pseudo V, cutoff 136 eV: 1006.5 eV
Pseudo V, cutoff 218 eV: 1003.9 eV
Pseudo V, cutoff 327 eV: 995.4 eV
Missing repulsion at highest cutoff: 3998 eV
V all-electron / V pseudo: 5.02
--- at 0.11 nm ---
V all-electron: 33.2 eV
V pseudopotential: 31.8 eV
--- charge felt outside one ten-electron core ---
Q at 0.0186 nm: 6.336 e
Q at 0.0300 nm: 4.824 e
Q at 0.0500 nm: 4.112 e
Q at 0.1100 nm: 4.000 e
--- sizes of neglected effects ---
K-shell relativity, hydrogenic, full merging: 195 eV
  as share of c.m. energy: 3.9 %
One 2p vacancy per atom (LDA level): 191 eV
  as share of c.m. energy: 3.8 %
Ion mass used: 28 u; ion speed: 263 km/s
Ion speed / 2p electron speed: 0.045
Gaussian basis error, one atom: 1.46 eV
Cell-size shift, one pseudo-atom, 8 to 10 bohr: 0.28 eV
\end{verbatim}
